# Hönl–London factors of symmetric tops and parity rules for asymmetric tops: test program

```python
# Result under test: the rotational line strength of a symmetric top, summed over
# M, M' and the space-fixed component p, is (2J+1) |mu_q|^2 A_q, where
#     A_q(J,K -> J') = (2J'+1) * threej(J 1 J'; K q -K')^2,   K' = K+q,
# and the sum of A_q over J' is 1. For an asymmetric top (A > B > C) the dipole
# components obey: a: dKa even, dKc odd; b: both odd; c: dKa odd, dKc even.
# Symbols: J angular momentum; M, K its space- and body-fixed projections;
# p, q spherical components (-1, 0, 1) in space and body frames; phi, theta, chi
# Euler angles; A, B, C rotational constants about a, b, c.
# Body axes: x = b, y = c, z = a. Projections are stored in ascending order.
from functools import lru_cache
import numpy as np
import sympy as sp
from scipy.constants import c as light_speed
from scipy.linalg import block_diag, expm
from scipy.spatial.transform import Rotation
from sympy.physics.wigner import wigner_3j


@lru_cache(maxsize=None)
def three_j_exact(j1, j2, j3, m1, m2, m3):
    if min(j1, j2, j3) < 0 or m1 + m2 + m3 != 0:
        return sp.Integer(0)
    if abs(m1) > j1 or abs(m2) > j2 or abs(m3) > j3:
        return sp.Integer(0)
    return wigner_3j(j1, j2, j3, m1, m2, m3)


@lru_cache(maxsize=None)
def three_j(*args):
    return float(three_j_exact(*args))


def sign(n):
    return -1 if n % 2 else 1


def angular_matrices(J):
    m = np.arange(-J, J + 1)
    raising = np.diag(np.sqrt(J * (J + 1) - m[:-1] * (m[:-1] + 1.0)), -1)
    return ((raising + raising.T) / 2, (raising - raising.T) / 2j,
            np.diag(m.astype(float)))


def top_functions(J, phi, theta, chi):
    """Normalized symmetric-top functions; array indices: point, M, K."""
    m = np.arange(-J, J + 1)
    w, v = np.linalg.eigh(angular_matrices(J)[1])
    d = np.einsum('ak,nk,bk->nab', v, np.exp(-1j * np.outer(theta, w)), v.conj())
    D = (np.exp(-1j * np.outer(phi, m))[:, :, None] * d
         * np.exp(-1j * np.outer(chi, m))[:, None, :])
    return np.sqrt((2 * J + 1) / (8 * np.pi**2)) * D.conj()


def honl_london(J, K, q, dJ):
    """Closed forms for the R (dJ=1), Q (dJ=0) and P (dJ=-1) branches."""
    if J == 0 and dJ < 1:
        return sp.Integer(0)
    if q == 0:
        return {1: lambda: ((J + 1)**2 - K**2) / ((J + 1) * (2 * J + 1)),
                0: lambda: K**2 / (J * (J + 1)),
                -1: lambda: (J**2 - K**2) / (J * (2 * J + 1))}[dJ]()
    k = q * K
    return {1: lambda: (J + 1 + k) * (J + 2 + k) / (2 * (J + 1) * (2 * J + 1)),
            0: lambda: (J - k) * (J + 1 + k) / (2 * J * (J + 1)),
            -1: lambda: (J - k) * (J - 1 - k) / (2 * J * (2 * J + 1))}[dJ]()


# Exact 3j symbols against closed forms, moments of J.s, and sum rules.
for J in range(7):
    for q in (-1, 0, 1):
        totals = {1: 0, 0: 0, -1: 0}
        for K in range(-J, J + 1):
            weight = {}
            for dJ in (1, 0, -1):
                Jf = J + dJ
                weight[dJ] = (2 * Jf + 1) * three_j_exact(J, 1, Jf, K, q, -K - q)**2
                closed = honl_london(sp.Integer(J), sp.Integer(K), q, dJ)
                assert sp.simplify(weight[dJ] - closed) == 0
                totals[dJ] += weight[dJ]
            eigenvalue = {1: J, 0: -1, -1: -(J + 1)}
            second = (sp.Integer(J * (J + 1) - K * K) if q == 0 else
                      K * K + sp.Rational(J * (J + 1) - K * (K + q), 2))
            assert sp.simplify(sum(weight.values()) - 1) == 0
            assert sp.simplify(sum(weight[d] * eigenvalue[d] for d in weight)
                               - K * q) == 0
            assert sp.simplify(sum(weight[d] * eigenvalue[d]**2 for d in weight)
                               - second) == 0
        for dJ in (1, 0, -1):
            if J > 0 or dJ == 1:
                assert sp.simplify(totals[dJ]
                                   - sp.Rational(2 * (J + dJ) + 1, 3)) == 0
Js, Ks = sp.symbols('J K', positive=True)
for q in (-1, 0, 1):
    assert sp.simplify(sum(honl_london(Js, Ks, q, d) for d in (1, 0, -1)) - 1) == 0

# Euler-angle quadrature, exact for all products needed with J <= 3.
JMAX, NPOINT = 3, 10
x, wx = np.polynomial.legendre.leggauss(NPOINT)
circle = 2 * np.pi * np.arange(NPOINT) / NPOINT
phi, theta, chi = [g.ravel() for g in
                   np.meshgrid(circle, np.arccos(x), circle, indexing='ij')]
volume = (np.ones((NPOINT, 1, 1)) * wx[None, :, None]
          * np.ones((1, 1, NPOINT))).ravel() * (2 * np.pi / NPOINT)**2
basis = np.concatenate([top_functions(J, phi, theta, chi).reshape(len(phi), -1)
                        for J in range(JMAX + 1)], axis=1)
states = [(J, M, K) for J in range(JMAX + 1)
          for M in range(-J, J + 1) for K in range(-J, J + 1)]
position = {state: n for n, state in enumerate(states)}
assert np.allclose(basis.conj().T @ (volume[:, None] * basis),
                   np.eye(len(states)), atol=1e-11)


def z_rotation(angle):
    co, si, zero = np.cos(angle), np.sin(angle), 0 * angle
    return np.moveaxis(np.array([[co, -si, zero], [si, co, zero],
                                 [zero, zero, zero + 1]]), -1, 0)


def y_rotation(angle):
    co, si, zero = np.cos(angle), np.sin(angle), 0 * angle
    return np.moveaxis(np.array([[co, zero, si], [zero, zero + 1, zero],
                                 [-si, zero, co]]), -1, 0)


# Rows q = -1, 0, 1; columns x, y, z.
spherical = np.array([[1, -1j, 0], [0, 0, np.sqrt(2)], [-1, -1j, 0]]) / np.sqrt(2)
rotation = z_rotation(phi) @ y_rotation(theta) @ z_rotation(chi)
cosines = spherical @ rotation @ spherical.conj().T
elements = np.zeros((3, 3, len(states), len(states)), complex)
for p in range(3):
    for q in range(3):
        elements[p, q] = basis.conj().T @ ((volume * cosines[:, p, q])[:, None]
                                           * basis)


def element_formula(final, initial, p, q):
    Jf, Mf, Kf = final
    J, M, K = initial
    return (sign(Mf - Kf) * np.sqrt((2 * J + 1) * (2 * Jf + 1))
            * three_j(Jf, 1, J, -Mf, p, M) * three_j(Jf, 1, J, -Kf, q, K))


element_error = max(abs(elements[p + 1, q + 1, f, i]
                        - element_formula(final, initial, p, q))
                    for p in (-1, 0, 1) for q in (-1, 0, 1)
                    for f, final in enumerate(states)
                    for i, initial in enumerate(states))
assert element_error < 1e-11


def factor_by_quadrature(J, K, q, Jf):
    if Jf < 0 or abs(K + q) > Jf:
        return 0.0
    initial = [position[J, M, K] for M in range(-J, J + 1)]
    final = [position[Jf, M, K + q] for M in range(-Jf, Jf + 1)]
    return sum(np.sum(abs(elements[p, q + 1][np.ix_(final, initial)])**2)
               for p in range(3)) / (2 * J + 1)


for J in range(JMAX):
    for K in range(-J, J + 1):
        for q in (-1, 0, 1):
            measured = [factor_by_quadrature(J, K, q, J + d) for d in (1, 0, -1)]
            expected = [float(honl_london(J, K, q, d)) for d in (1, 0, -1)]
            assert np.allclose(measured, expected, atol=1e-11)
            assert abs(sum(measured) - 1) < 1e-11


# Body-fixed operators checked by really rotating the argument of the functions.
def functions_at(J, R):
    return top_functions(J, np.array([np.arctan2(R[1, 2], R[0, 2])]),
                         np.array([np.arccos(R[2, 2])]),
                         np.array([np.arctan2(R[2, 1], -R[2, 0])]))[0]


R0 = (z_rotation(np.array([0.7])) @ y_rotation(np.array([1.1]))
      @ z_rotation(np.array([0.4])))[0]
step = 1e-3
for J in (1, 2, 3):
    here = functions_at(J, R0)
    for axis, matrix in zip(np.eye(3), angular_matrices(J)):
        plus = functions_at(J, R0 @ Rotation.from_rotvec(step * axis).as_matrix())
        minus = functions_at(J, R0 @ Rotation.from_rotvec(-step * axis).as_matrix())
        squared = -(plus - 2 * here + minus) / step**2
        # The central difference has an error of order step**2 * J**4 / 12.
        assert np.allclose(squared, here @ matrix @ matrix, atol=2e-5)
        turned = functions_at(J, R0 @ Rotation.from_rotvec(np.pi * axis).as_matrix())
        assert np.allclose(turned, here @ expm(-1j * np.pi * matrix), atol=1e-10)

A, B, C = 90.0, 60.0, 40.0  # GHz


def asymmetric_levels(J, A, B, C):
    Jx, Jy, Jz = angular_matrices(J)
    return np.linalg.eigh((A * Jz @ Jz + B * Jx @ Jx + C * Jy @ Jy).real)


def limiting_labels(J):
    """Ka from the limit B = C, Kc from the limit B = A, in energy order."""
    result = []
    for middle, matrix in ((C, angular_matrices(J)[2]), (A, angular_matrices(J)[1])):
        v = asymmetric_levels(J, A, middle, C)[1]
        mean = np.diag(v.T @ (matrix @ matrix).real @ v)
        root = np.sqrt(np.maximum(mean, 0))
        assert np.allclose(root, np.rint(root), atol=1e-5)
        result.append(np.rint(root).astype(int))
    return list(zip(result[0].tolist(), result[1].tolist()))


JTOP = 6
energy, vectors, labels = {}, {}, {}
for J in range(JTOP + 1):
    energy[J], vectors[J] = asymmetric_levels(J, A, B, C)
    labels[J] = limiting_labels(J)
    Jx, Jy, Jz = angular_matrices(J)
    for middle in np.append(np.linspace(C + 0.1 * (A - C), A - 0.1 * (A - C), 17), B):
        v = asymmetric_levels(J, A, middle, C)[1]
        for matrix, parity in ((Jz, [sign(ka) for ka, kc in labels[J]]),
                               (Jy, [sign(kc) for ka, kc in labels[J]]),
                               (Jx, [sign(ka + kc) for ka, kc in labels[J]])):
            character = np.diag(v.T @ expm(-1j * np.pi * matrix) @ v)
            assert np.allclose(character, parity, atol=1e-6)


def strengths(J, Jf):
    """Strengths per squared dipole component; indices: a/b/c, initial, final."""
    coupling = np.array([[[sign(Kf) * three_j(Jf, 1, J, -Kf, q, K)
                           for K in range(-J, J + 1)] for Kf in range(-Jf, Jf + 1)]
                         for q in (-1, 0, 1)])
    cartesian = np.einsum('qx,qfk->xfk', spherical, coupling)
    amplitude = np.einsum('fn,xfk,ki->xin', vectors[Jf], cartesian, vectors[J])
    return ((2 * J + 1) * (2 * Jf + 1) * abs(amplitude)**2)[[2, 0, 1]]


# Asymmetric-top strengths from the quadrature elements.
expansion = block_diag(*[np.kron(np.eye(2 * J + 1), vectors[J])
                         for J in range(JMAX + 1)])
grouping = block_diag(*[np.kron(np.ones((2 * J + 1, 1)), np.eye(2 * J + 1))
                        for J in range(JMAX + 1)])
strength_error = 0.0
for component, column in enumerate((2, 0, 1)):
    total = sum(abs(expansion.T @ np.einsum('q,qfi->fi', spherical[:, column],
                                           elements[p]) @ expansion)**2
                for p in range(3))
    by_quadrature = grouping.T @ total @ grouping
    for J in range(JMAX + 1):
        for Jf in range(JMAX + 1):
            block = by_quadrature[Jf**2:(Jf + 1)**2, J**2:(J + 1)**2].T
            strength_error = max(strength_error, np.max(abs(
                block - strengths(J, Jf)[component])))
assert strength_error < 1e-10

# Parity rules and the sum rule for every level with J <= 5.
largest = {(i, j): np.zeros(3) for i in (0, 1) for j in (0, 1)}
for J in range(JTOP):
    summed = np.zeros((3, 2 * J + 1))
    for Jf in range(max(0, J - 1), J + 2):
        S = strengths(J, Jf)
        summed += S.sum(axis=2)
        for i, (ka, kc) in enumerate(labels[J]):
            for f, (kaf, kcf) in enumerate(labels[Jf]):
                key = ((kaf - ka) % 2, (kcf - kc) % 2)
                largest[key] = np.maximum(largest[key], S[:, i, f])
    assert np.allclose(summed, 2 * J + 1, atol=1e-10)
allowed = {(0, 1): 0, (1, 1): 1, (1, 0): 2}
for key, values in largest.items():
    for component in range(3):
        if allowed.get(key) == component:
            assert values[component] > 0.1
        else:
            assert values[component] < 1e-15


def name(J, i):
    return f"{J}_{labels[J][i][0]}{labels[J][i][1]}"


print(f"Largest quadrature error, direction cosines (J<=3): {element_error:.1e}")
print(f"Largest quadrature error, asymmetric strengths (J<=3): {strength_error:.1e}")
sample = elements[1, 1, position[3, 0, 1], position[2, 0, 1]].real
print(f"<J=3,K=1,M=0|cos(theta)|J=2,K=1,M=0> by quadrature = {sample:.6f}")
print(f"same element from 3j symbols = {element_formula((3,0,1),(2,0,1),0,0):.6f}")
print("Symmetric-top factors for J=2, K=1 (dimensionless):")
for q in (-1, 0, 1):
    values = [factor_by_quadrature(2, 1, q, 2 + d) for d in (1, 0, -1)]
    print(f"q={q:+d}: R={values[0]:.6f} Q={values[1]:.6f} "
          f"P={values[2]:.6f} sum={sum(values):.6f}")
print(f"Model constants: A={A:.1f} GHz, B={B:.1f} GHz, C={C:.1f} GHz")
print("Asymmetric-top levels J_KaKc, energy/h:")
for J in range(3):
    for i in range(2 * J + 1):
        print(f"{name(J, i)}: {energy[J][i]:.4f} GHz")
start = labels[1].index((0, 1))
print("From 1_01: final level, (E'-E)/h, S_a, S_b, S_c (S in mu_component^2):")
example_sum = np.zeros(3)
for Jf in range(3):
    S = strengths(1, Jf)[:, start]
    example_sum += S.sum(axis=1)
    for f in range(2 * Jf + 1):
        if (Jf, f) != (1, start):
            shift = energy[Jf][f] - energy[1][start]
            print(f"{name(Jf, f)}: {shift:+.4f} GHz, "
                  + ", ".join(f"{value:.6f}" for value in S[:, f]))
print("Sum over final levels S_a, S_b, S_c: "
      + ", ".join(f"{value:.6f}" for value in example_sum))
shift = energy[2][labels[2].index((0, 2))] - energy[1][start]
print(f"1_01 -> 2_02: {shift:.4f} GHz = {shift * 1e9 / light_speed / 100:.5f} cm^-1")
print("Largest S_a, S_b, S_c by parity of (dKa, dKc), initial J<=5:")
word = ("even", "odd")
for key, values in largest.items():
    print(f"({word[key[0]]}, {word[key[1]]}): "
          + ", ".join(f"{value:.3e}" for value in values))
print("done: every assertion held")
```

Output:

```
Largest quadrature error, direction cosines (J<=3): 3.0e-15
Largest quadrature error, asymmetric strengths (J<=3): 6.7e-15
<J=3,K=1,M=0|cos(theta)|J=2,K=1,M=0> by quadrature = 0.478091
same element from 3j symbols = 0.478091
Symmetric-top factors for J=2, K=1 (dimensionless):
q=-1: R=0.200000 Q=0.500000 P=0.300000 sum=1.000000
q=+0: R=0.533333 Q=0.166667 P=0.300000 sum=1.000000
q=+1: R=0.666667 Q=0.333333 P=0.000000 sum=1.000000
Model constants: A=90.0 GHz, B=60.0 GHz, C=40.0 GHz
Asymmetric-top levels J_KaKc, energy/h:
0_00: 0.0000 GHz
1_01: 100.0000 GHz
1_11: 130.0000 GHz
1_10: 150.0000 GHz
2_02: 292.8220 GHz
2_12: 310.0000 GHz
2_11: 370.0000 GHz
2_21: 460.0000 GHz
2_20: 467.1780 GHz
From 1_01: final level, (E'-E)/h, S_a, S_b, S_c (S in mu_component^2):
0_00: -100.0000 GHz, 1.000000, 0.000000, 0.000000
1_11: +30.0000 GHz, 0.000000, 0.000000, 1.500000
1_10: +50.0000 GHz, 0.000000, 1.500000, 0.000000
2_02: +192.8220 GHz, 1.917663, 0.000000, 0.000000
2_12: +210.0000 GHz, 0.000000, 1.500000, 0.000000
2_11: +270.0000 GHz, 0.000000, 0.000000, 1.500000
2_21: +360.0000 GHz, 0.000000, 0.000000, 0.000000
2_20: +367.1780 GHz, 0.082337, 0.000000, 0.000000
Sum over final levels S_a, S_b, S_c: 3.000000, 3.000000, 3.000000
1_01 -> 2_02: 192.8220 GHz = 6.43185 cm^-1
Largest S_a, S_b, S_c by parity of (dKa, dKc), initial J<=5:
(even, even): 9.064e-23, 2.366e-30, 3.390e-28
(even, odd): 9.081e+00, 7.456e-28, 1.769e-30
(odd, even): 7.227e-30, 3.317e-21, 8.882e+00
(odd, odd): 8.436e-28, 5.337e+00, 2.665e-21
done: every assertion held
```
